Why a field makes well-width fluctuations broaden an exciton line more

**Question**

A quantum-well electroabsorption modulator works by shifting an exciton line with an electric field applied across the well. The well is not equally wide everywhere, and this broadens the line. The width fluctuations are fixed when the crystal is grown, and the field does not alter them. Why, then, does their contribution to the line width grow when the field is turned on, and by how much?

**Answer**

**What the field changes**

The field changes how strongly the transition energy depends on width. Let the well have mean width L and let the local width differ from it by δL, with root-mean-square value σ_L. The transition energy is

E = E_gap + E_e + E_h − B,

where E_e and E_h are the electron and hole energies in the well and B is the exciton binding energy. I leave B aside at first and size its effect later. For σ_L much smaller than L,

E(L + δL) ≈ E(L) + (dE/dL) δL.

Squaring the deviation and averaging gives

σ_E = |dE/dL| σ_L.

This assumes that regions of nearly constant width are larger than the exciton, so that each exciton samples one local width.

The slope dE/dL has a part from confinement and a part from the Stark shift. Both respond to the same δL, so they must be added with their signs before squaring. With equal signs the field increases the spread from the start. With opposite signs a weak field would reduce it.

Physically, if the well is not too narrow (a limit made precise below), extra width lowers the energy in two ways. The carriers pay less kinetic energy for being confined, and the field has more room to pull electron and hole apart, which deepens the Stark shift. A locally wide region is therefore already low in energy, and the field lowers it further than it lowers a narrow region. The two regions move apart in energy.

**The confinement slope**

Take first one carrier of mass m between hard walls at z = ±L/2, with a parabolic band. Its ground state is

ψ0 = √(2/L) cos kz,  k = π/L,

and its energy is

E0 = ħ²k²/(2m) = π²ħ²/(2mL²).

Since E0 varies as L⁻²,

dE0/dL = −2E0/L.

**The Stark slope**

Let the field F > 0 give the electron the potential energy V = eFz, with e > 0, and the hole −eFz. Energies are measured from the band edges at the well centre. Reflection z → −z turns the hole's problem into the electron's with a different mass, so one calculation serves for both.

The first-order shift ⟨ψ0|eFz|ψ0⟩ vanishes because the integrand is odd. The first correction ψ1 to the state obeys

(H0 − E0)ψ1 = −eFz ψ0.

Multiply by −2m/ħ² and define g = meF/ħ²:

ψ1″ + k²ψ1 = 2g z ψ0.

Try

ψ1 = √(2/L) [a z² sin kz + b z cos kz + c sin kz].

Applying d²/dz² + k² to the three functions gives

z² sin kz → 2 sin kz + 4kz cos kz,
z cos kz → −2k sin kz,
sin kz → 0.

Matching the terms in z cos kz requires 4ka = 2g, so a = g/(2k). The sin kz terms must cancel, 2a − 2kb = 0, so b = a/k. At the walls cos kz = 0 and sin kz = ±1, so ψ1 vanishes there if c = −aL²/4. Hence

ψ1 = √(2/L) (g/2k) [(z² − L²/4) sin kz + (z/k) cos kz].

It is odd, and therefore orthogonal to ψ0, as required. The second-order energy is

ΔE = ⟨ψ0|eFz|ψ1⟩ = (eFg/π) J,

because (2/L)(g/2k) = g/(Lk) = g/π, with

J = ∫ [(z³ − L²z/4) sin kz cos kz + (z²/k) cos² kz] dz

taken from −L/2 to L/2. Put q = 2k = 2π/L and use sin kz cos kz = ½ sin qz and cos² kz = ½(1 + cos qz). At the walls sin qz = 0 and cos qz = −1, so integration by parts gives

∫ z sin qz dz = L/q,
∫ z² cos qz dz = −(2/q)(L/q) = −2L/q²,
∫ z³ sin qz dz = L³/(4q) + (3/q)(−2L/q²) = L³/(4q) − 6L/q³.

With ∫ z² dz = L³/12 and 1/k = 2/q,

J = ½ [L³/(4q) − 6L/q³ − L³/(4q) + (2/q)(L³/12 − 2L/q²)]
 = ½ [L³/(6q) − 10L/q³].

Inserting q = 2π/L,

J = ½ L⁴ [1/(12π) − 5/(4π³)] = −(15 − π²)L⁴/(24π³).

Therefore

ΔE = −C m e²F²L⁴/ħ²,  C = (15 − π²)/(24π⁴) ≈ 0.0021945.

Numerical diagonalization in a weak field gives the same coefficient to within 3 parts in 10⁵. The fourth power has a simple origin. The field energy across the well is of order eFL, the level spacing is of order ħ²/(mL²), and a second-order shift is the square of the first divided by the second.

The width derivative at fixed field is

dΔE/dL = 4ΔE/L = −4|ΔE|/L.

It is negative, like dE0/dL. For the pair,

|dE/dL| = (1/L) Σ (2E0 + 4|ΔE|),

where the sum runs over electron and hole. At fixed L and σ_L, the extra spread starts as F².

**Does the result depend on the quadratic law?**

For hard walls it does not. Write z = Lu. The Hamiltonian becomes ħ²/(mL²) times a Hamiltonian containing only the number f = meFL³/ħ², so

E = [ħ²/(mL²)] ε(f).

The prefactor contributes −2E to L dE/dL. Since f varies as L³ but as the first power of F, the change through f contributes 3F ∂E/∂F. A change of F alters only the potential term, so F ∂E/∂F = ⟨V⟩. With E = ⟨T⟩ + ⟨V⟩, where T is the kinetic energy,

L dE/dL = −2⟨T⟩ − 2⟨V⟩ + 3⟨V⟩ = −(2⟨T⟩ − ⟨V⟩).

The ground-state energy is the minimum, over trial states, of ⟨T⟩ + F⟨ez⟩. Each fixed trial state gives a straight line in F, and the minimum of a family of straight lines is concave. Its slope X = dE/dF = ⟨ez⟩ is zero at F = 0 and cannot rise afterwards, so X ≤ 0 and −⟨V⟩ = −FX grows with F. Also

⟨T⟩ = E − FX,
d⟨T⟩/dF = X − X − F dX/dF = −F dX/dF ≥ 0.

Both parts of 2⟨T⟩ − ⟨V⟩ grow. The hard-wall slope thus increases in magnitude at every field, including where the shift is no longer quadratic. In the weak-field limit ⟨V⟩ = 2ΔE and ⟨T⟩ = E0 − ΔE, which returns 2E0 + 4|ΔE|.

In a very strong field the carrier is pressed against one wall. Its energy is −eFL/2 plus a term that depends on the field but not on the distant wall. Each carrier's slope then tends to −eF/2, and the pair's slope to −eF: the growth turns from quadratic to linear.

It does not matter whether one wall moves by δL or both move by δL/2. The two cases differ by a rigid displacement d of the well, which changes the electron energy by eFd and the hole energy by −eFd. The transition energy stays the same.

**Where the sign argument fails**

Real barriers have a finite height U. If each wall moves outward by dL/2, the potential drops by U in two thin strips, and first-order perturbation theory gives

dE/dL = −(U/2) [|ψ(L/2)|² + |ψ(−L/2)|²].

This is negative with or without the field. Its magnitude, however, need not grow with field.

Consider a very narrow well. It acts as a point attraction of strength UL. Outside it the state falls as exp(−κ|z|), and the jump in slope at the well, 2κ = 2mUL/ħ², gives

κ = mUL/ħ².

The state has size 1/κ, which increases as the well gets narrower. The field energy is of order eF/κ and the energy scale is ħ²κ²/m, so

|ΔE| ∝ m e²F²/(ħ²κ⁴) ∝ L⁻⁴.

A wider well now binds the carrier more tightly and makes it harder to polarize. The negative shift becomes smaller in magnitude, dΔE/dL is positive, and a weak field reduces the broadening.

Between the two regimes lies a width at which the summed weak-field Stark shift of electron and hole is smallest in magnitude. The argument needs a well wider than this crossover. For the parameters below it is 3.65 nm in a weak field, and it moves to 3.75 nm at 0.06 MV/cm. In a well of half that width, 1.82 nm, a field of 0.005 MV/cm reduces the magnitude of the slope, about 83.6 meV/nm, by roughly 0.03 meV/nm. The change is tiny, but it has the reversed sign.

**Numbers for a modulator well**

Take L = 12 nm and σ_L = 0.3 nm. The electron and hole masses along the growth direction are 0.04 and 0.25 electron masses, and the barriers are 0.35 and 0.10 eV. The same mass is used in well and barrier.

Hard walls first show the formula at work. The confinement energies are 65.28 and 10.45 meV, so at zero field

dE/dL = −2(65.28 + 10.45)/12 = −12.62 meV/nm.

At 0.06 MV/cm the quadratic shifts are −0.860 meV for the electron and −5.375 meV for the hole. The heavier hole dominates because |ΔE| is proportional to mass. The Stark part of the slope is

−4(0.860 + 5.375)/12 = −2.08 meV/nm,

and the total is −14.70 meV/nm. Diagonalization without the quadratic approximation gives −14.39 meV/nm. The quadratic law therefore overstates the increase somewhat at this field, but has its sign and size right.

With finite barriers, diagonalization gives:

F = 0: slope −6.12 meV/nm
F = 0.02 MV/cm: shift −1.58 meV, slope −6.51 meV/nm
F = 0.04 MV/cm: shift −5.97 meV, slope −7.48 meV/nm
F = 0.06 MV/cm: shift −12.50 meV, slope −8.75 meV/nm

The inhomogeneous spread rises from

6.12 × 0.3 = 1.84 meV

to

8.75 × 0.3 = 2.62 meV,

a factor of 1.43. Averaging the transition energy directly over a Gaussian distribution of widths gives 1.84 and 2.63 meV, so the linear relation is adequate here.

The relative sign can be judged from the same numbers. The field adds 2.63 meV/nm to the magnitude of the slope. Had it acted in the opposite direction, the slope would have been 6.12 − 2.63 = 3.49 meV/nm and the spread about 1.05 meV, narrower than at zero field.

The relative growth is larger than for hard walls, where it is 14.39/12.62 = 1.14. Finite barriers roughly halve the zero-field slope, while the shift at the top field is more than twice the hard-wall value. The weak-field shift near 12 nm varies as L to the power 3.11 instead of 4.

The whole line also has a lifetime width. For an assumed lifetime of 0.2 ps, held fixed as the field changes, ħ/τ is 3.29 meV. Combining this Lorentzian with the Gaussian spread gives a full width at half maximum of 6.3 meV at zero field and 8.1 meV at 0.06 MV/cm. The total width grows by 28%, less than the 43% of the inhomogeneous part, because the lifetime part is constant.

**What the exciton itself changes**

The binding energy enters as −B, so its contribution to the slope is −dB/dL. I estimate B with an in-plane trial state exp(−r/λ), where r is the in-plane electron–hole distance, using the computed electron and hole densities across the well. The in-plane hole mass is 0.06 electron masses and the relative permittivity is 16. The binding energy falls from 3.44 to 3.13 meV between zero and top field. These are variational values: solving the in-plane motion fully raises both by about 0.05 meV and leaves the slopes below unchanged at the digits shown. Its width slope goes from −0.06 to −0.13 meV/nm, and −dB/dL is therefore positive and opposes the main effect. The corrected total slope still goes from −6.06 to −8.62 meV/nm.

The exciton's size tests the assumption about wide regions. The trial radius λ grows from 25.0 to 27.1 nm. If the regions of constant width are much smaller than this, one exciton averages over many of them. Their number is proportional to λ², so the averaged fluctuation scales as 1/λ. If electron and hole are taken to sample the same area, the growth factor becomes (8.62/6.06)/1.082 ≈ 1.31. This is a low estimate: the hole is heavier in the plane, stays closer to the centre of mass and so averages over a smaller area, and most of the slope added by the field is its own. The spread itself is smaller in this case, but it still increases with field.

**Comparison with a real device**

These parameters are round values in the rough regime of a Ge/SiGe quantum-well modulator on silicon; σ_L is a choice, not a measured roughness. The top field is 0.6 of a rough bulk breakdown field of 0.1 MV/cm. The calculation assumes the same field in every well, which a real device need not provide. A 5% rms variation of field between wells would add a spread of 1.1 meV at the top field. If independent of the width fluctuations, it raises the inhomogeneous spread from 2.62 to about 2.85 meV. Width fluctuation is therefore one cause of field broadening among others. Letting the electron mass rise with energy, as m(1 + E/E_gap) with a gap of 0.85 eV and E the zero-field confinement energy, and using the raised mass in the barriers too, changes the two slopes to −5.81 and −8.45 meV/nm. A mass that follows the energy above the local band edge, and is therefore lighter inside the barriers, would instead increase both magnitudes, to −6.42 and −9.03 meV/nm, but only if the barrier is given the same gap and band-edge mass as the well. With these band offsets the barrier gap is wider, and a two-band model then makes the electron heavier in the barriers and gives −5.68 and −8.37 meV/nm. In all three cases the growth factor stays between 1.4 and 1.5. For a thick barrier, tunnelling through the tilted barrier adds less than 10⁻³ meV for the hole and far less for the electron. Thin barriers would need a separate estimate. At room temperature the thermal energy, 25.9 meV, far exceeds the binding energy, and the computed line is itself wider than that binding energy. A measured absorption edge would thus mix the exciton line with the continuum above it, and the widths given here describe the exciton line alone. Valence-band mixing, details of strain and a different hole mass in the barriers are left out and have not been sized.

For the well treated here, the zero-field slope alone understates the inhomogeneous spread at the operating field. When the regions of constant width are larger than the exciton, the quantity that sets the part due to width fluctuations is the full slope |dE/dL| at that field, with the confinement and Stark parts added. The values used here are collected in the numerical output.

Numbers as computed

```
Masses electron, hole (growth axis): 0.04, 0.25 m_e
Barriers electron, hole: 0.35, 0.1 eV
Well width, rms width spread: 12.0, 0.3 nm
In-plane hole mass 0.06 m_e, permittivity 16.0, gap 0.85 eV
Stark coefficient C, closed form: 2.194523e-03
C from first-order state: 2.194523e-03
C from diagonalization: 2.194478e-03
HARD WALLS, top field 0.06 MV/cm
Confinement electron, hole: 65.28, 10.45 meV
Quadratic shift electron, hole: -0.860, -5.375 meV
Exact shift electron, hole: -0.858, -4.960 meV
Pair slope at zero field: -12.621 meV/nm
Pair slope at top field, quadratic: -14.700 meV/nm
Pair slope at top field, exact: -14.388 meV/nm
FINITE BARRIERS
Pair confinement energy: 46.97 meV
F=0.00 MV/cm: shift 0.000 meV, slope -6.119 meV/nm
  rms spread linear 1.836, direct 1.841 meV; line FWHM 6.34 meV
F=0.02 MV/cm: shift -1.582 meV, slope -6.513 meV/nm
  rms spread linear 1.954, direct 1.959 meV; line FWHM 6.61 meV
F=0.04 MV/cm: shift -5.966 meV, slope -7.484 meV/nm
  rms spread linear 2.245, direct 2.250 meV; line FWHM 7.26 meV
F=0.06 MV/cm: shift -12.503 meV, slope -8.746 meV/nm
  rms spread linear 2.624, direct 2.628 meV; line FWHM 8.12 meV
Slope growth factor at top field: 1.429
Weak-field Stark shift varies as L to power: 3.11
Crossover width: 3.65 nm
Narrow test well: 1.82 nm, field 0.005 MV/cm
  slope without, with field: -83.594, -83.560 meV/nm
NEGLECTED EFFECTS (zero field, top field where paired)
Exciton binding: 3.44, 3.13 meV
Binding slope dB/dL: -0.057, -0.129 meV/nm
Slope with binding: -6.062, -8.617 meV/nm
Exciton trial radius: 25.0, 27.1 nm
Radius growth factor: 1.082
Nonparabolic slope: -5.810, -8.448 meV/nm
Tunnel width electron, hole: 6.5e-14, 1.5e-04 meV
Spread from 5% field non-uniformity: 1.115 meV
Top field / rough bulk breakdown (0.1 MV/cm): 0.60
Lifetime width for 0.2 ps: 3.29 meV
Thermal energy at 300 K: 25.85 meV
```
